How much of a silica surface can trimethylsilyl groups cover?

**Problem**

Plasma processing of a porous organosilicate dielectric can strip methyl groups from the pore walls and leave silanols, Si–OH, which attract water. Vapour silylation replaces the hydrogen of a silanol by a trimethylsilyl group. With hexamethyldisilazane the overall reaction is

2 ≡Si–OH + (CH₃)₃Si–NH–Si(CH₃)₃ → 2 ≡Si–O–Si(CH₃)₃ + NH₃.

Each attached group uses up one silanol. Treat the damaged wall as hydroxylated silica with σ = 4.6 silanols per nm², and let each attached group occupy a = 0.43 nm² of surface.

(a) Estimate by scaling what share θ of the silanols can react.

(b) Show that on a large flat surface close packing limits θ to about half, and decide whether the limit lies above or below one half.

(c) The 0.43 nm² may include the gaps between groups or may be the area of the group alone. Find the limit in both cases.

(d) Silanols sit at fixed places and pore walls are curved. Find how far these facts move the answer.

**First estimate by scaling**

Two lengths matter. The typical distance between silanols is of order σ^(−1/2), and the width of a group is of order a^(1/2):

σ^(−1/2) = (0.2174 nm²)^(1/2) ≈ 0.47 nm,
a^(1/2) = (0.43 nm²)^(1/2) ≈ 0.66 nm.

A group is wider than the distance between silanols, so neighbouring silanols compete for space. The number of groups per area scales as 1/a. Dividing by σ gives

θ ≈ C/(aσ), C of order one,

and with C = 1 this is (0.47/0.66)² ≈ 0.5. Scaling leaves two questions open: the value of C, and whether the result is a limit or a coverage that a surface would reach.

**Exact solution for a flat surface**

*The area count.* Take first the reading in which a is the surface owned by one group in the close-packed layer, gaps included. Consider a square patch of side L with N attached groups whose owned areas do not overlap. If no owned area extends farther than r from its anchor, all of them lie within a square of side L + 2r. Therefore

N a ≤ (L + 2r)².

Dividing by aL² gives the number n of groups per area:

n = N/L² ≤ (1/a)(1 + 2r/L)².

For a large surface r/L → 0, and

n ≤ 1/a = 1/(0.43 nm²) = 2.326 nm⁻².

There is also a chemical limit, n ≤ σ, because each group needs a silanol. With θ = n/σ, the two limits together are

θ ≤ min[1, 1/(aσ)].

For the given numbers aσ = 0.43 × 4.6 = 1.978, so

θ ≤ 1/1.978 = 0.506.

The limit is 50.6 %, slightly above one half. At least 4.6 − 2.326 = 2.274 silanols per nm² remain. A limit of exactly one half would need aσ = 2, that is a = 2/σ = 2/(4.6 nm⁻²) = 0.4348 nm².

The difference from one half is within the rounding of the data. A half unit in the last digit is 1.2 % of 0.43 and 1.1 % of 4.6. Since θ varies as 1/(aσ), these add to at most about 2.3 % of θ, or 0.01. "About half" is what the data support; "no more than half" is not.

*Why close packing cannot be improved.* The count above assumed that a group owns the area a. For round groups this can be derived from the least distance d between two centres. The claim is that no arrangement, regular or irregular, exceeds

n_max = 2/(√3 d²).

Repeat the patch periodically with period L + d, so that groups in different copies are also at least d apart. The added margin does not matter for large L. Let A be the area of one period. If another group fits anywhere, add it; this can only raise N. Continue until none fits.

Now divide the plane into triangles with the group centres as corners, such that no centre lies inside the circle through the corners of any triangle. Such a division exists. Lift each centre (x, y) to the height z = x² + y² and take the lower faces of the convex hull of the lifted points. Projected back, these faces tile the plane. The plane z = 2ux + 2vy + w of a face meets the surface z = x² + y² where

(x − u)² + (y − v)² = w + u² + v²,

which is a circle through the corners of the face. All other lifted points lie on or above the plane, so their centres lie on or outside the circle. A face with more than three corners is cut into triangles by diagonals, in the same way in every period.

Let R be the radius of such a circle. Every centre is at least R from its midpoint. If R were at least d, another group would fit at the midpoint, contrary to construction. Hence R < d.

The shortest side ℓ of a triangle is at least d and faces the smallest angle α. The sine rule ℓ = 2R sin α gives

sin α = ℓ/(2R) > d/(2d) = 1/2.

So α > 30°. The two smaller angles then add to more than 60°, and the largest angle γ is below 120°. It is also at least 60°, because the three angles add to 180°. Between 60° and 120° the sine is at least √3/2. With p and q the sides enclosing γ, both at least d,

triangle area = (1/2) p q sin γ ≥ (√3/4) d².

The number T of triangles per period follows from their angles. Each triangle contributes 180°, and the angles around each centre add to 360°, so 180° T = 360° N and T = 2N. Thus

A ≥ 2N (√3/4) d² = N (√3/2) d²,

which is the claim. The hexagonal lattice reaches it: its cell is a rhombus of side d and angle 60°, with area d² sin 60° = (√3/2)d² and one group per cell.

The lower limit on the triangle area was tested on three irregular packings with d = 0.7046 nm, filled first at random and then at the largest remaining hole until no further group fitted. Their smallest triangle was 1.06 times the lower limit. Their mean density was 1.415 nm⁻², far below 2.326 nm⁻²: a layer can be full, in the sense that nothing more fits, without being close packed.

*The two readings of the footprint.* If a includes the gaps, it is the hexagonal cell area:

(√3/2) d² = a, d = (2a/√3)^(1/2) = 0.7046 nm.

Then n_max = 1/a, as before. If a is the area of a hard disc alone,

π d²/4 = a, d² = 4a/π, d = 0.7399 nm,

and inserting d² into the packing limit gives

n_max = (2/√3) × π/(4a) = π/(2√3 a) = 0.9069/a = 2.109 nm⁻².

Dividing by 4.6 nm⁻² gives θ ≤ 45.8 %. The gaps, which fill 9.3 % of a hexagonal layer of discs, now have to be paid for in addition. The answer is still about half, but on the other side of it. The gap-inclusive reading is kept below.

*When the limit ceases to act.* If heating removes silanols, σ falls while 1/a stays the same. At 3.0 silanols per nm² the limit rises to 1/(0.43 × 3.0) = 77.5 %. No more groups fit than before; there are fewer silanols to divide by. Below σ = 1/a = 2.326 nm⁻² the area count no longer forbids complete silylation, although the fixed places of the silanols still may. On a square lattice with 2.2 silanols per nm², for example, the spacing is 0.674 nm, less than d, so upright groups cannot stand on neighbouring silanols.

**Fixed silanols**

The limit supposes that groups can stand wherever close packing wants them. Consider the opposite extreme, rigid groups standing upright on fixed silanols. Two silanols closer than d cannot both react.

A regular triangular lattice of silanols can be solved by hand. Its spacing b follows from one silanol per cell:

(√3/2) b² = 1/σ, b = 0.501 nm.

The second-neighbour distance is √3 b = 0.868 nm. Since b < d < √3 b, nearest neighbours exclude each other and second neighbours do not. Each small triangle of three neighbouring silanols can therefore hold at most one group. With M silanols there are 2M such triangles, and each silanol belongs to six of them. For N groups this means

6N ≤ 2M, N/M ≤ 1/3.

Choosing silanols a distance √3 b apart reaches one third. A numerical search for the best arrangement on 36 silanols likewise found 12 groups. The third belongs to this lattice only. On a square lattice of the same density the spacing is 0.466 nm and the diagonal 0.659 nm, both less than d, so each square of four silanols holds at most one group and the best share is one quarter. On a honeycomb lattice of the same density each of the two sublattices has spacing 0.709 nm, just above d, so one whole sublattice can react and the share is one half.

For an irregular surface, silanols were placed at random at the same density, no two closer than 0.25 nm. This is a model map, not an atomistic silica surface. The best possible upright arrangement, averaged over six small maps of 59 silanols, used 28.5 % of the silanols. Single maps scatter by about 0.7 percentage points, and more or larger maps give a mean near 29 %, so the figure should be read as about 29 %. It also depends on the assumed least spacing: without one it falls to about 27 %, and the random-order share given next falls to about 21 %. When silanols instead reacted in random order and groups never moved afterwards, the share on twelve larger maps was 22.5 %.

Real groups can lean. To see what this could gain, a hexagonal layer of 480 positions was laid over each larger map of 949 silanols, and each position was allowed to claim one silanol within a sideways reach s. Leaning was assumed to leave the footprint unchanged. The mean shares were:

s = 0.10 nm: 7.2 %
s = 0.20 nm: 26.5 %
s = 0.30 nm: 42.9 %
s = 0.40 nm: 49.1 %

The first value can be checked by hand. A circle of radius 0.10 nm is too small to hold two silanols 0.25 nm apart, so the chance that it holds one is

σπs² = 4.6 × π × 0.10² = 0.145.

Multiplying by 480/949 gives 7.3 % of the silanols, in agreement with the 7.2 % found.

At s = 0.20 nm this layer does worse than the best upright arrangement, which needs no reach at all. The reason is that the layer was fixed in advance and not adapted to the silanols. The listed shares are therefore attainable in the model, but they need not be the best for their reach. Filling all 480 positions, which gives 480/949 = 50.6 %, took a mean reach of 0.55 nm when the reach was raised in steps of 0.02 nm, which rounds upward; without this rounding it is about 0.53 to 0.54 nm. That figure belongs to this patch size and this fixed layer, since the worst-served position decides it: patches of 120 and 30 positions need about 0.48 nm and 0.43 nm. An Si–O bond is roughly 0.16 nm long, so a reach of 0.55 nm exceeds even two such bonds laid end to end. On these maps, the fixed hexagonal layer is thus not a realistic route to the full limit.

**Curved pore walls**

The groups crowd each other at some height h above the wall, not at the wall itself. In a cylindrical pore of radius R the circumference available there is 2π(R − h) instead of 2πR, while the length is unchanged. The area shrinks by the factor

f = (R − h)/R = 1 − h/R.

In a spherical pore both directions shrink, so f = (1 − h/R)². If each group still needs the area a at height h, then per unit wall area n ≤ f/a, and

θ ≤ min[1, f/(aσ)].

For R = 1.0 nm and h = 0.3 nm, both rough values, the results are

cylinder: f = 0.70, θ ≤ 35.4 %,
sphere: f = 0.49, θ ≤ 24.8 %.

These are estimates, because a group 0.7 nm wide is not small compared with the pore and its flat footprint fits a curved surface poorly. For the sphere the gap is large: twelve centres at least d apart fit on a sphere of radius 0.7 nm and thirteen do not, so with 4π × 4.6 ≈ 57.8 silanols the share is at most 20.8 %. On the outside of a particle h changes sign in f, and the limit rises. For R much larger than h the flat result returns.

**Comparison of the estimate and the solution**

Scaling gave θ ≈ C/(aσ) with C unknown. The solution supplies C = θaσ for each case, with aσ = 1.978 held fixed:

flat, gaps included in a: C = 1 (limit)
flat, a is the disc alone: C = 0.91 (limit)
cylindrical pore: C = 0.70 (estimated limit)
triangular silanol lattice, upright groups: C = 0.66 (best value; 0.99 for a honeycomb and 0.49 for a square lattice)
random silanols, upright groups: C ≈ 0.57 (best value, mean)
spherical pore: C = 0.49 (area estimate; 0.41 when whole groups are counted)
random silanols, random order: C = 0.45 (mean value)

The scaling estimate with C = 1 coincides with the flat limit because the footprint was defined as the area per group at close packing. For rigid round groups on fixed silanols the coverage depends on how the silanols are arranged. It is smaller by a factor between 1.5 and 2.3 on the triangular and square lattices and on the random maps, but almost reaches the flat limit on the honeycomb lattice. Scaling also misses the cap θ ≤ 1, which takes over when aσ < 1.

**The real film**

For porous organosilicate films, a pore radius near 1 nm is a rough typical value. The density of 4.6 nm⁻² describes fully hydroxylated silica; a plasma-damaged wall that keeps some of its methyl groups can have fewer silanols. In pores this narrow the walls cannot be treated as flat. For the example, curvature lowers the estimated limit from 50.6 % to about 35 % in a cylindrical pore. A lower silanol density acts the other way: with 3.0 nm⁻² in the same cylindrical pore the estimated limit is 0.70 × 77.5 % ≈ 54 %. The model also leaves out the transport of the reagent into the pores, which can only keep the coverage further below the limit. Longer exposure to the same reagent cannot carry a wall past the crowding limit, but the numerical value of that limit rests on the assumed footprint and on round groups. A trimethylsilyl group has three lobes, so the closest approach of two groups depends on their orientation, and interlocked groups may need less than 0.43 nm². The shares found for rigid round groups are model values, not predictions for real silica. A smaller footprint per group raises the limit set by area, but for upright groups on fixed silanols it helps only if it lets silanols react together that excluded each other before.

Computed values

```
Footprint per group: 0.43 nm^2
Initial silanol density: 4.6 nm^-2
Silanol area per site: 0.2174 nm^2
Maximum group density: 2.326 nm^-2
Density counted in large circle: 2.327 nm^-2
Maximum silylated share: 50.6 %
Least silanols left: 2.274 nm^-2
Least share left: 49.4 %
Footprint for exactly half: 0.4348 nm^2
Centre distance, gaps included: 0.7046 nm
Centre distance, hard-disc reading: 0.7399 nm
Hexagonal disc filling: 90.69 %
Hard-disc maximum density: 2.109 nm^-2
Hard-disc maximum share: 45.8 %
Smallest triangle area / lower limit: 1.0596
Irregular packing density, mean: 1.415 nm^-2
Regular silanol lattice spacing: 0.5010 nm
Second-neighbour distance there: 0.8678 nm
Regular lattice, sites in test: 36
Regular lattice, best upright count: 12
Regular lattice, best share: 33.3 %
Least spacing in random maps: 0.25 nm
Random maps, best upright share: 28.5 %
Random maps, random attachment share: 22.5 %
Large map: 14.09 nm x 14.65 nm
Large map silanols: 949
Large map close-packed positions: 480
Share with sideways reach 0.10 nm: 7.2 %
Share with sideways reach 0.20 nm: 26.5 %
Share with sideways reach 0.30 nm: 42.9 %
Share with sideways reach 0.40 nm: 49.1 %
Mean reach to fill all positions: 0.55 nm
Pore radius: 1.0 nm
Crowding height: 0.3 nm
Cylindrical pore area factor: 0.70
Cylindrical pore maximum share: 35.4 %
Spherical pore area factor: 0.49
Spherical pore maximum share: 24.8 %
Silanol density after heating: 3.0 nm^-2
Maximum share after heating: 77.5 %
```
